# Near-surface share of a truncated and renormalized Gaussian implant

## Problem

An implanted depth profile is modelled by a Gaussian with range \(R=100\) nm and straggle \(s=40\) nm. Depth \(x\) is measured into the solid from its surface at \(x=0\). The Gaussian extends to negative \(x\), where there is no solid. That part is cut off, and the remainder is rescaled to unit area.

(a) What share of the retained ions lies in the outer 20 nm, that is, in \(0<x<d\) with \(d=20\) nm?

(b) For a retained dose \(Q=1.00\times10^{14}\ \mathrm{cm^{-2}}\), what are the peak, surface and layer-average concentrations?

(c) Are 100 nm and 40 nm still the mean and standard deviation after the cut?

(d) How much of the answer to (a) survives when the model's neglected effects are considered?

Here \(R\) and \(s\) are the parameters of the Gaussian before it is cut, called the parent:

\[
g(x)=\frac{1}{\sqrt{2\pi}\,s}\exp\!\left[-\frac{(x-R)^2}{2s^2}\right].
\]

The standard normal density and its cumulative integral are

\[
\phi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad
\Phi(z)=\int_{-\infty}^{z}\phi(u)\,du .
\]

Since \(\phi\) is even and has unit area, \(\Phi(-z)=1-\Phi(z)\).

## A tempting solution

The 20 nm plane lies two straggles above the range, because \((20-100)/40=-2\). The part of the Gaussian shallower than this plane is \(\Phi(-2)=0.0227501\). The part inside the solid has area

\[
Z=1-\Phi(-2.5)=1-0.0062097=0.9937903 .
\]

Renormalization means division by \(Z\), so the share appears to be

\[
F_{\rm wrong}=\frac{\Phi(-2)}{Z}=\frac{0.0227501}{0.9937903}=0.0229,
\]

or 2.29 percent.

## Where it fails

The denominator has been truncated, but the numerator has not. The number \(\Phi(-2)\) counts everything from \(x=-\infty\) to 20 nm, including the tail outside the solid that was supposed to be discarded.

Three limits expose the fault. Write the same recipe for a general layer thickness:

\[
F_{\rm wrong}(d)=\frac{\Phi((d-R)/s)}{\Phi(R/s)} .
\]

As \(d\to0\), the layer vanishes, yet the formula leaves \(\Phi(-2.5)/Z=0.0062\). As \(d\to\infty\), it gives \(1/Z\), which exceeds one. If the parent is centred on the surface, \(R=0\), it gives \(2\Phi(d/s)\), which exceeds one for every positive thickness. A share can do none of these things.

The tail is small compared with the whole profile, but not compared with the layer. It has 0.62 percent of the parent's area, while the layer itself holds less than 2 percent. Neglecting the tail in the denominator would hardly matter; including it in the numerator does.

## The right solution

### The retained density and the share

The area inside the solid follows from the substitution \(u=(x-R)/s\), for which \(dx=s\,du\). The factor \(s\) cancels the one in \(g\), and \(x=0\) becomes \(u=-R/s\):

\[
Z=\int_0^\infty g(x)\,dx
=\int_{-R/s}^{\infty}\phi(u)\,du
=1-\Phi(-R/s)=\Phi(R/s).
\]

The retained density is

\[
f(x)=\begin{cases}g(x)/Z,&x>0,\\0,&x<0.\end{cases}
\]

It has unit area by the definition of \(Z\). Dividing by a constant leaves the ratio of concentrations at any two depths in the solid unchanged. In probability language, \(f\) is the parent distribution conditioned on \(x>0\).

Both limits of the layer must now be kept:

\[
F=\int_0^d f(x)\,dx
=\frac1Z\int_{-R/s}^{(d-R)/s}\phi(u)\,du
=\frac{\Phi((d-R)/s)-\Phi(-R/s)}{\Phi(R/s)} .
\]

With limits \(-2.5\) and \(-2\),

\[
F=\frac{0.0227501-0.0062097}{0.9937903}
=0.01664 .
\]

The outer 20 nm therefore holds 1.66 percent of the retained ions, or about 1.7 percent.

This result passes the limits that the first attempt failed. It vanishes as \(d\to0\) and tends to one as \(d\to\infty\). For \(R=0\) it becomes \([\Phi(d/s)-1/2]/(1/2)=2\Phi(d/s)-1\), the share of a half-Gaussian, which lies between zero and one.

### A check without normal tables

The layer area can be estimated by Simpson's rule with three points. In the variable \(u\), the interval has length 0.5 and the points are \(-2.5,-2.25,-2\). Since \(\phi\) is even,

\[
\begin{aligned}
A&\simeq\frac{0.5}{6}\left[\phi(2.5)+4\phi(2.25)+\phi(2)\right]\\
&=\frac{0.5}{6}\left[0.017528+4(0.031740)+0.053991\right]
=0.01654 .
\end{aligned}
\]

The rule's error has magnitude at most \(h^5\max|\phi''''|/90\), with spacing \(h=0.25\). Differentiation gives \(\phi''''=(u^4-6u^2+3)\phi\). On this interval the polynomial lies between \(-5\) and 4.6, and \(\phi\) is at most 0.054. The error is thus below \(3\times10^{-6}\), negligible here.

The missing tail can be bounded as well. Let \(a=R/s=2.5\), and call the tail \(T=1-Z=\int_a^\infty\phi\,du\). Because \(\phi'=-u\phi\), we may write \(\phi=-\phi'/u\) and integrate by parts:

\[
T=-\int_a^\infty\frac{\phi'}{u}\,du
=\frac{\phi(a)}{a}-\int_a^\infty\frac{\phi}{u^2}\,du .
\]

The last integral is positive, so \(T<\phi(a)/a\). Treating that integral in the same way gives

\[
\int_a^\infty\frac{\phi}{u^2}\,du
=\frac{\phi(a)}{a^3}-3\int_a^\infty\frac{\phi}{u^4}\,du
<\frac{\phi(a)}{a^3}.
\]

Hence

\[
\frac{\phi(a)}{a}\left(1-\frac1{a^2}\right)<T<\frac{\phi(a)}{a},
\qquad 0.00589<T<0.00701 .
\]

Dividing the Simpson area by \(1-T\) places the share between 1.66 and 1.67 percent, even after allowing for Simpson's error. The first decimal of the percentage is settled without a table.

### Concentrations

The concentration is \(n(x)=Qf(x)\). Its maximum is at \(x=R\), where the exponential equals one. With \(s=4.0\times10^{-6}\) cm,

\[
n_{\rm peak}=\frac{Q}{\sqrt{2\pi}\,sZ}
=\frac{1.00\times10^{14}}
{2.507(4.0\times10^{-6})(0.9938)}
=1.00\times10^{19}\ \mathrm{cm^{-3}} .
\]

At the surface the exponent is \(-(2.5)^2/2=-3.125\), so

\[
n(0)=n_{\rm peak}e^{-3.125}
=4.41\times10^{17}\ \mathrm{cm^{-3}} .
\]

The outer layer contains \(QF=1.66\times10^{12}\ \mathrm{cm^{-2}}\). Dividing this areal dose by the thickness \(2.0\times10^{-6}\) cm gives its average concentration:

\[
\bar n=\frac{QF}{d}=8.32\times10^{17}\ \mathrm{cm^{-3}} .
\]

The average is nearly twice the surface value because the profile rises steeply through the layer. Multiplying the surface concentration by 20 nm would therefore underestimate the layer's dose by almost half.

### The mean and standard deviation

Removing the shallow tail shifts the mean deeper and narrows the distribution. In the variable \(u\), the first moment over the retained part is

\[
\int_{-a}^{\infty}u\phi\,du
=-\int_{-a}^{\infty}\phi'\,du=\phi(a).
\]

For the second moment, integration by parts gives

\[
\int_{-a}^{\infty}u^2\phi\,du
=\left[-u\phi\right]_{-a}^{\infty}+\int_{-a}^{\infty}\phi\,du
=-a\phi(a)+Z .
\]

Both must be divided by \(Z\). With \(k=\phi(a)/Z=0.017528/0.9937903=0.01764\), the mean of \(u\) is \(k\), and its variance is \(1-ak-k^2\). Converting back to depth,

\[
\mu=R+sk=100.71\ \mathrm{nm},
\]

\[
\sigma=s\sqrt{1-ak-k^2}=39.10\ \mathrm{nm}.
\]

The answer to (c) is no, although the shifts are small. They still affect the near-surface share. If 100 nm and 40 nm are instead the moments of the retained profile, these two equations must be solved for the parent parameters. The solution is \(R=99.09\) nm and \(s=41.12\) nm, and the share becomes 1.94 percent. The answer of 1.7 percent thus depends on reading the given numbers as parent parameters.

## What renormalization assumes

Rescaling makes the area equal to the retained dose. It does not say how many incident ions were lost. The parent's area at negative depth arises because the fitted Gaussian has a tail that does not end at the surface; it is not a calculation of backscattering. If a fraction \(b\) of the incident ions is backscattered, the layer contains \((1-b)F\) of the incident dose, and \(b\) must come from a separate calculation or measurement.

Without rescaling, the layer has 1.65 percent of the parent's area. The difference from 1.66 percent is small because \(Z\) is close to one.

Another way to recover unit area is to fold the missing tail back into the solid, using \(g(x)+g(-x)\) for \(x>0\). The second term contributes

\[
\int_0^d g(-x)\,dx=\int_{-d}^0g(x)\,dx
=\Phi(-2.5)-\Phi(-3).
\]

Adding the original layer area, \(\Phi(-2)-\Phi(-2.5)\), gives \(\Phi(-2)-\Phi(-3)\), or 2.14 percent. Folding and rescaling conserve the same total but distribute it differently. Folding puts the missing ions near the surface; rescaling spreads them in proportion to the existing profile. The problem specifies rescaling.

## How dependable is the second digit?

### Errors in range and straggle

The layer lies on the steep flank of the Gaussian, so its share responds strongly to both parameters. Let \(A=\Phi((d-R)/s)-\Phi(-R/s)\) be the numerator of \(F\). Differentiating at fixed \(s\) and \(d\),

\[
\frac{\partial A}{\partial R}
=-\frac{\phi(2)-\phi(2.5)}{s}
=-\frac{0.053991-0.017528}{40\ \mathrm{nm}}
=-9.1\times10^{-4}\ \mathrm{nm^{-1}} .
\]

A 5 nm error in range therefore moves the share by roughly half a percentage point; the change in \(Z\) is much less important. The full formula gives 2.18 percent at \(R=95\) nm and 1.25 percent at \(R=105\) nm, with \(s\) held at 40 nm.

At fixed range, a straggle slightly above 40 nm puts more of the profile near the surface. This trend does not continue without limit, because a very broad profile spreads the ions over a great depth and dilutes the layer again. The share is 1.34 percent at \(s=38\) nm and 1.99 percent at \(s=42\) nm. A 5 percent error in either parameter thus changes the share by roughly 20 to 30 percent of its value.

### Skewness

To estimate the effect of asymmetry, join two half-Gaussians at a mode \(m\), with width \(s_1\) on the surface side and \(s_2\) on the deep side:

\[
p(x)=\frac{2}{\sqrt{2\pi}(s_1+s_2)}
\exp\!\left[-\frac{(x-m)^2}{2s_i^2}\right].
\]

Here \(i=1\) for \(x<m\) and \(i=2\) for \(x>m\). The values \(m=120.80\) nm, \(s_1=52.06\) nm and \(s_2=25.99\) nm give a parent mean of 100 nm, standard deviation of 40 nm and skewness of \(-0.5\). Direct integration of the moments confirms these values. The negative sign means that the longer tail points toward the surface.

Cutting and rescaling this profile gives a share of 2.20 percent. The increase of about one third occurs although the parent's mean and standard deviation have not changed. Two moments do not determine the content of a tail.

### Diffusion

Annealing moves the implanted atoms. Take a constant diffusivity \(D\), a time \(t\), and a surface that lets no atoms escape. The diffusion length is defined here as \(L=\sqrt{2Dt}\). An atom starting at \(x'\) spreads as a Gaussian of width \(L\); an equal image source at \(-x'\) makes the flux vanish at the surface. Integrating the two contributions over the layer gives the probability of ending there:

\[
\begin{aligned}
P(x')={}&\Phi\!\left(\frac{d-x'}L\right)-\Phi\!\left(\frac{-x'}L\right)\\
&+\Phi\!\left(\frac{d+x'}L\right)-\Phi\!\left(\frac{x'}L\right)\\
={}&\Phi\!\left(\frac{d-x'}L\right)-\Phi\!\left(\frac{-d-x'}L\right).
\end{aligned}
\]

The last line uses \(\Phi(-z)=1-\Phi(z)\) twice. The new share is \(\int_0^\infty f(x')P(x')\,dx'\). It is 1.75 percent for \(L=5\) nm and 2.99 percent for \(L=20\) nm.

The direction follows from the diffusion equation. No atoms cross the surface, so the layer gains atoms at the initial rate \(Df'(d)\). The profile still rises with depth at 20 nm, hence \(f'(d)>0\), and atoms flow from the richer interior into the layer.

### Comparison with a real implant

The parameters are in the regime of boron implanted into silicon at roughly 30 keV; they are rough typical values, not a calibrated profile. Boron profiles in this regime tend to have a longer tail toward the surface, so the symmetric shape is questionable, and the joined profile with an assumed skewness of \(-0.5\) raises the share to 2.20 percent. Other shapes with the same three parent moments (Pearson III, skew-normal, Weibull) give 2.05 to 2.16 percent, so the skewness alone does not fix the second digit either. In crystalline silicon, some ions also travel deep along open channels. If 10 percent belong to a separate truncated Gaussian with range 200 nm and straggle 60 nm, while the main component stays fixed, the share falls to 1.51 percent. A 2 nm surface oxide that stops ions like silicon and is stripped afterwards exposes the original interval from 2 to 22 nm; the share of ions retained in the silicon is then 1.86 percent. Diffusion is the largest of the effects estimated here if implantation damage enhances it enough to give \(L=20\) nm and the surface lets no atoms escape: the share then rises by about 80 percent of its original value. This rise depends on the reflecting surface. Boron can be lost at the surface or segregate into an oxide, and in the opposite limit of a fully absorbing surface the share of the remaining atoms at \(L=20\) nm is only about 1.6 percent. Sputtering is negligible at this dose. With one atom removed per ion and \(5.0\times10^{22}\) silicon atoms per \(\mathrm{cm^3}\), the surface recedes by \(10^{14}/(5.0\times10^{22})\) cm, or 0.02 nm.

These estimates change one feature at a time. They are neither bounds nor contributions that can simply be added. For the stated mathematical model, 1.66 percent is well determined. For a boron implant with these rough parameters, the separate estimates above run from about 1.3 to 3.0 percent. Even the first digit changes across these estimates, and the upper end reflects the choice \(L\le20\) nm: with a reflecting surface, \(L=40\) nm gives about 6 percent and \(L=100\) nm nearly 10 percent, before still longer diffusion dilutes the layer again. A sharper prediction would need a calibrated profile shape, the surface layers present during implantation, and the anneal. The numerical output below lists the values for the Gaussian model and for the variants worked out in the sections above.

## Numbers as computed

```
Parent range R: 100 nm
Parent straggle s: 40 nm
Outer layer thickness d: 20 nm
Retained dose: 1.00e+14 cm^-2
Scaled limits: -2.50 and -2.00 (no unit)
Phi at surface limit: 0.0062097 (no unit)
Phi at layer limit: 0.0227501 (no unit)
Parent area in layer: 0.0165405 (no unit)
Retained area Z: 0.9937903 (no unit)
Share F: 0.016644 (no unit)
Share F: 1.664 percent
Share by quadrature: 1.664 percent
Share by sampling: 1.673 percent
Sampling standard error: 0.009 percent
phi at 2.50, 2.25, 2.00: 0.017528, 0.031740, 0.053991
Simpson layer area: 0.0165398 (no unit)
Tail bounds: 0.005890 to 0.007011 (no unit)
Hand bounds on F: 1.664 to 1.666 percent
Dose in outer layer: 1.664e+12 cm^-2
Peak concentration: 1.004e+19 cm^-3
Surface concentration: 4.409e+17 cm^-3
Layer-average concentration: 8.322e+17 cm^-3
Mean after truncation: 100.71 nm
Standard deviation after truncation: 39.10 nm
Share without rescaling: 1.654 percent of parent
Share with tail folded back: 2.140 percent
Parent range for retained moments: 99.09 nm
Parent straggle for retained moments: 41.12 nm
Share for retained moments: 1.938 percent
Share at R = 95 nm: 2.181 percent
Share at R = 105 nm: 1.252 percent
Share at s = 38 nm: 1.344 percent
Share at s = 42 nm: 1.994 percent
Assumed skewness: -0.5 (no unit)
Joined-profile mode: 120.80 nm
Joined widths, front and back: 52.06, 25.99 nm
Share with skewness: 2.199 percent
Channelled part: 10 percent
Channelled range, straggle: 200, 60 nm
Share with channelling: 1.507 percent
Stripped oxide thickness: 2 nm
Share in silicon after stripping: 1.858 percent
Share, diffusion length 5 nm: 1.750 percent
Share, diffusion length 20 nm: 2.988 percent
Assumed sputter yield: 1 atom per ion
Assumed silicon atom density: 5.0e+22 cm^-3
Sputtered depth: 0.020 nm
```
